**Exciton kinetic energy at the vacuum light cone**

For an exciton with energy \(E_0\) at rest and total mass \(M\), the centre-of-mass kinetic energy at the light-cone edge is \(K=E_0^2/(2Mc^2)\) to leading order in \(E_0/(Mc^2)\). The program solves the full energy and momentum balance numerically and asserts that it agrees with this formula, including the size of the first correction. It also asserts the velocity at the edge, the growth of \(K\) as the square of the refractive index, and the thermal fraction at 4 K against an explicit sum over wavevectors. For the neglected self-field, it compares the radiative decay of a polarizable sheet with a time-domain solution of Maxwell's equations, and the longitudinal shift with an integral over line charges. For 1.9 eV and one electron mass the output gives \(K=3.532\) µeV, with a relative correction of \(3.72\times10^{-6}\). With a rough radiative lifetime of 0.5 ps, the radiative width is 373 times \(K\), and at ten times the edge wavevector the longitudinal shift is 18.6 times the kinetic energy.

## Program and output

```python
"""Kinetic energy of a two-dimensional exciton at the vacuum light cone.

Result under test: K = E0**2 / (2 M c**2), about 3.5 micro-eV for
E0 = 1.9 eV (exciton energy at rest) and M = one electron mass.
Q is the in-plane wavevector; Q0 = E0/(hbar c) is the light-cone edge.
Also tested: thermal fraction inside the cone, and the radiative decay
and longitudinal shift of a polarizable sheet (coupling strength F),
which size the effects absent from the parabolic exciton band.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

hbar, c, e, kB = const.hbar, const.c, const.e, const.k
E0_eV = 1.9
E0 = E0_eV * e
M = const.m_e
rest_energy = M * c**2

# Derived formulas
Q0 = E0 / (hbar * c)
K = E0**2 / (2 * rest_energy)
speed = E0 / (M * c)


def exciton_energy(Q):
    """Parabolic exciton band in joules."""
    return E0 + (hbar * Q)**2 / (2 * M)


def crossing(index):
    """Wavevector where exciton and grazing photon have equal energy."""
    def mismatch(Q):
        return (exciton_energy(Q) - hbar * c * Q / index) / e
    return brentq(mismatch, 0.5 * index * Q0, 2 * index * Q0,
                  xtol=1e-7, rtol=1e-14)


# Full energy and momentum conservation against the short formula
Q_full = crossing(1.0)
K_full = (hbar * Q_full)**2 / (2 * M)
relative_correction = K_full / K - 1
assert abs(relative_correction) < 1e-5
assert abs(relative_correction / (E0 / rest_energy) - 1) < 1e-3
assert abs(K / e * 1e6 - 3.5) < 0.05

# Velocity from the slope of the band, far enough apart to avoid rounding
step = 100 * Q0
slope = (exciton_energy(Q0 + step) - exciton_energy(Q0 - step)) / (2 * step)
speed_from_slope = slope / hbar
assert abs(speed_from_slope / speed - 1) < 1e-6
assert abs(0.5 * M * speed_from_slope**2 / K - 1) < 1e-6

# Surroundings with refractive index
index = 1.5
K_medium = (hbar * crossing(index))**2 / (2 * M)
assert abs(K_medium / (index**2 * K) - 1) < 1e-4

# Thermal fraction: explicit sum over a square lattice of wavevectors
temperatures = (4.0, 300.0)
fractions = [-np.expm1(-K / (kB * T)) for T in temperatures]
cone_radius = 20
n = np.arange(-1100, 1101)
n_squared = n[:, None]**2 + n[None, :]**2
weights = np.exp(-K * n_squared / cone_radius**2 / (kB * temperatures[0]))
fraction_sum = weights[n_squared <= cone_radius**2].sum() / weights.sum()
assert abs(fraction_sum / fractions[0] - 1) < 0.01

# Radiative decay of a sheet from Maxwell's equations in the time domain.
# Units here: c = eps0 = sheet frequency = 1; prediction: F/2.
F_test = 0.1
dx, dt, half_cells, steps = 0.05, 0.025, 700, 2400
field = np.zeros(2 * half_cells + 1)
magnetic = np.zeros(2 * half_cells)
p_old, p_now = 1.0 - 0.5 * dt**2, 1.0
history = [p_now]
for _ in range(steps):
    magnetic -= dt / dx * np.diff(field)
    force = -p_now + F_test * field[half_cells]
    p_new = 2 * p_now - p_old + dt**2 * force
    field[1:-1] -= dt / dx * np.diff(magnetic)
    field[half_cells] -= (p_new - p_now) / dx
    p_old, p_now = p_now, p_new
    history.append(p_now)
history = np.array(history)
inner = history[1:-1]
peaks = 1 + np.flatnonzero((inner > history[:-2]) & (inner >= history[2:]))
first, last = peaks[0], peaks[-1]
decay_numeric = (2 * np.log(history[first] / history[last])
                 / ((last - first) * dt))
assert len(peaks) > 5
assert abs(decay_numeric / (F_test / 2) - 1) < 0.02

# Longitudinal shift: sum the fields of the bound line charges in the sheet
lifetime = 0.5e-12
gamma = 1 / lifetime
width = hbar * gamma
cone_multiple = 10
Q_far = cone_multiple * Q0
near_part = quad(lambda u: np.sinc(u / np.pi), 0, 1)[0]
far_part = quad(lambda u: 1 / u, 1, np.inf, weight="sin", wvar=1)[0]
field_factor = Q_far * 2 * (near_part + far_part) / (2 * np.pi)
assert abs(field_factor / (Q_far / 2) - 1) < 1e-6
omega0 = E0 / hbar
F_sheet = 2 * c * gamma
omega_long = np.sqrt(omega0**2 + F_sheet * field_factor)
shift_numeric = hbar * (omega_long - omega0)
shift = 0.5 * width * cone_multiple
# The linear shift formula omits a relative term of order shift/(2 E0)
assert abs(shift_numeric / shift - 1) < 0.005
K_far = exciton_energy(Q_far) - E0
assert shift > K_far and width > K

# Zone-corner wavevector of a hexagonal lattice
lattice_nm = 0.32
corner = 4 * np.pi / (3 * lattice_nm)
Q0_nm = Q0 * 1e-9
assert Q0_nm < 0.01 * corner

print(f"Exciton rest energy E0 = {E0_eV:.1f} eV")
print(f"E0 in SI = {E0:.4e} J")
print(f"Exciton mass M = {M:.4e} kg")
print(f"Reduced Planck constant = {hbar:.4e} J s")
print(f"Speed of light = {c:.4e} m/s")
print(f"Rest energy M c^2 = {rest_energy / e:.4e} eV")
print(f"Photon wavelength = {2 * np.pi / Q0_nm:.1f} nm")
print(f"Light-cone wavevector Q0 = {Q0_nm:.5f} nm^-1")
print(f"Q0 in SI = {Q0:.4e} m^-1")
print(f"Exciton speed at cone edge = {speed:.1f} m/s")
print(f"Kinetic energy K = {K:.4e} J")
print(f"Kinetic energy K = {K / e * 1e6:.3f} micro-eV")
print(f"K from full crossing = {K_full / e * 1e6:.3f} micro-eV")
print(f"Relative correction of full crossing = {relative_correction:.2e}")
print(f"Rough lattice constant = {lattice_nm:.2f} nm")
print(f"Zone-corner wavevector = {corner:.2f} nm^-1")
print(f"Q0 / zone-corner wavevector = {Q0_nm / corner:.2e}")
print(f"Refractive index of surroundings = {index:.1f}")
print(f"K in these surroundings = {K_medium / e * 1e6:.2f} micro-eV")
for T, fraction in zip(temperatures, fractions):
    print(f"Thermal energy kB T at {T:.0f} K = {kB * T / e * 1e3:.3f} meV")
    print(f"Fraction inside cone at {T:.0f} K = {100 * fraction:.4f} %")
print(f"Fraction at 4 K from lattice sum = {100 * fraction_sum:.4f} %")
print(f"Sheet decay test, simulated = {decay_numeric:.5f} (dimensionless)")
print(f"Sheet decay test, formula = {F_test / 2:.5f} (dimensionless)")
print(f"Rough radiative lifetime = {lifetime * 1e12:.1f} ps")
print(f"Radiative width hbar/lifetime = {width / e * 1e3:.2f} meV")
print(f"Radiative width / K = {width / K:.0f}")
print(f"Wavevector for shift comparison = {cone_multiple} Q0")
print(f"Kinetic energy there = {K_far / e * 1e3:.3f} meV")
print(f"Longitudinal shift there, formula = {shift / e * 1e3:.2f} meV")
print(f"Longitudinal shift, full root = {shift_numeric / e * 1e3:.2f} meV")
print(f"Longitudinal shift / kinetic energy there = {shift / K_far:.1f}")
print("verified")
```

It prints:

```
Exciton rest energy E0 = 1.9 eV
E0 in SI = 3.0441e-19 J
Exciton mass M = 9.1094e-31 kg
Reduced Planck constant = 1.0546e-34 J s
Speed of light = 2.9979e+08 m/s
Rest energy M c^2 = 5.1100e+05 eV
Photon wavelength = 652.5 nm
Light-cone wavevector Q0 = 0.00963 nm^-1
Q0 in SI = 9.6287e+06 m^-1
Exciton speed at cone edge = 1114.7 m/s
Kinetic energy K = 5.6594e-25 J
Kinetic energy K = 3.532 micro-eV
K from full crossing = 3.532 micro-eV
Relative correction of full crossing = 3.72e-06
Rough lattice constant = 0.32 nm
Zone-corner wavevector = 13.09 nm^-1
Q0 / zone-corner wavevector = 7.36e-04
Refractive index of surroundings = 1.5
K in these surroundings = 7.95 micro-eV
Thermal energy kB T at 4 K = 0.345 meV
Fraction inside cone at 4 K = 1.0195 %
Thermal energy kB T at 300 K = 25.852 meV
Fraction inside cone at 300 K = 0.0137 %
Fraction at 4 K from lattice sum = 1.0198 %
Sheet decay test, simulated = 0.05000 (dimensionless)
Sheet decay test, formula = 0.05000 (dimensionless)
Rough radiative lifetime = 0.5 ps
Radiative width hbar/lifetime = 1.32 meV
Radiative width / K = 373
Wavevector for shift comparison = 10 Q0
Kinetic energy there = 0.353 meV
Longitudinal shift there, formula = 6.58 meV
Longitudinal shift, full root = 6.57 meV
Longitudinal shift / kinetic energy there = 18.6
verified
```
